# The Generalized Transition State as Two-Point Radau Quadrature

## What an orbital energy misses

The energy needed to remove an electron from an orbital can be estimated as minus the eigenvalue of that orbital in the initial state. For a deep level this can fail badly. For the 1s electron of a free sodium atom, computed as described below, the estimate is 0.90 hartree too high in Hartree–Fock theory and 1.60 hartree too low in the local spin-density approximation (LSDA). Each error is measured against the difference of two self-consistent total energies from the same method.

The reason is that the eigenvalue is a slope. It gives the rate at which the energy changes when the first small amount of charge leaves, and this rate changes as more charge is removed. An estimate built from eigenvalues can be improved by sampling the slope again along the way. One further sample suffices for an exact result if the energy is a cubic polynomial in the removed charge, provided that the sample is taken at two thirds of an electron.

## The energy as an integral of eigenvalues

Hartree atomic units are used. Let \(\lambda\), with \(0\le\lambda\le1\), be the charge removed from one chosen spin orbital \(\phi_k\), whose occupation is then \(n_k=1-\lambda\). All other occupations stay fixed, and all orbitals relax at each \(\lambda\). Let \(E(\lambda)\) be the resulting total energy and \(F(\lambda)=dE/d\lambda\). The removal energy, positive when removal costs energy, is

\[
I=E(1)-E(0)=\int_0^1F(\lambda)\,d\lambda .
\]

To find \(F\), regard the energy as a functional of the one-particle density matrix \(\gamma=\sum_i n_i|\phi_i\rangle\langle\phi_i|\). Its first variation is \(\delta E=\mathrm{Tr}(h\,\delta\gamma)\), which defines the effective Hamiltonian \(h\): the Fock operator in Hartree–Fock theory, or the Kohn–Sham operator. The self-consistent orbitals are orthonormal and satisfy \(h\phi_i=\varepsilon_i\phi_i\). Differentiation with respect to \(n_k\) gives

\[
\frac{dE}{dn_k}=\langle\phi_k|h|\phi_k\rangle
+\sum_i n_i\left(\left\langle\frac{d\phi_i}{dn_k}\middle|h\middle|\phi_i\right\rangle
+\left\langle\phi_i\middle|h\middle|\frac{d\phi_i}{dn_k}\right\rangle\right).
\]

The eigenvalue equation turns the bracket into \(\varepsilon_i\,d\langle\phi_i|\phi_i\rangle/dn_k\). This vanishes because the norm stays equal to one. Hence \(dE/dn_k=\varepsilon_k\), and since \(dn_k/d\lambda=-1\),

\[
F(\lambda)=-\varepsilon_k(\lambda).
\]

Relaxation has not been neglected. It drops out of the slope at each \(\lambda\), but it changes the eigenvalue from one \(\lambda\) to the next.

The argument needs a smooth branch of self-consistent solutions on which the depleted orbital keeps its identity. If the calculation jumps to another solution between \(\lambda=0\) and \(\lambda=1\), the jump in \(E\) is absent from the integral of the slope, and no quadrature of eigenvalues will recover it.

The initial-state calculation already supplies \(F(0)\). The task is therefore to find a node \(x\) and weights \(w_0,w_1\) for

\[
I\approx w_0F(0)+w_1F(x),\qquad 0<x\le1,
\]

so that, with one additional eigenvalue, the rule is exact for polynomial energies of the highest possible degree. An additional calculation at \(\lambda=1\) would instead give \(I\) directly as a difference of total energies; that difference serves as the reference below, and the question here is how closely eigenvalues alone reproduce it.

## First derivation: matching a cubic energy

Suppose that

\[
E(\lambda)=E_0+a\lambda+b\lambda^2+c\lambda^3 .
\]

Then \(F(\lambda)=a+2b\lambda+3c\lambda^2\) and \(I=a+b+c\). The two-point rule gives

\[
w_0F(0)+w_1F(x)=(w_0+w_1)a+2w_1x\,b+3w_1x^2\,c .
\]

For this to equal \(I\) for every choice of \(a,b,c\), the coefficients must agree separately:

\[
w_0+w_1=1,\qquad w_1x=\frac12,\qquad w_1x^2=\frac13 .
\]

The second condition shows that \(w_1x\) is not zero, so the third may be divided by it. This gives \(x=2/3\), then \(w_1=3/4\) and \(w_0=1/4\). There is no other solution. The generalized transition-state estimate is therefore

\[
\boxed{I_G=\frac{F(0)+3F(2/3)}{4}}
\]

and \(I_G=I\) for every energy of degree at most three in \(\lambda\). As a direct check, \(F(2/3)=a+4b/3+4c/3\), so that

\[
I_G=\frac{a+3a+4b+4c}{4}=a+b+c .
\]

Slater's transition state uses the midpoint instead, \(F(1/2)=a+b+3c/4\). It is exact when \(c=0\), that is, when the eigenvalue varies linearly with the charge, and otherwise misses \(c/4\).

**The error.** If \(E\) is not cubic, expand \(F\) about zero with Taylor's integral remainder:

\[
F(\lambda)=F(0)+F'(0)\lambda+\frac12F''(0)\lambda^2+R(\lambda),
\]
\[
R(\lambda)=\frac12\int_0^\lambda(\lambda-t)^2F'''(t)\,dt .
\]

The rule integrates the quadratic part exactly, so the error comes from \(R\) alone. Exchanging the order of integration gives

\[
\int_0^1R(\lambda)\,d\lambda
=\int_0^1F'''(t)\left[\int_t^1\frac{(\lambda-t)^2}{2}d\lambda\right]dt
=\int_0^1\frac{(1-t)^3}{6}F'''(t)\,dt .
\]

The rule applied to \(R\) gives \(\tfrac34R(2/3)\), because \(R(0)=0\). Subtracting it,

\[
I-I_G=\int_0^1K(t)F'''(t)\,dt .
\]

For \(t\ge2/3\), \(K(t)=(1-t)^3/6\). For \(t\le2/3\),

\[
\begin{aligned}
K(t)&=\frac{(1-t)^3}{6}-\frac38\left(\frac23-t\right)^2\\
&=\left(\frac16-\frac t2+\frac{t^2}{2}-\frac{t^3}{6}\right)
-\left(\frac16-\frac t2+\frac{3t^2}{8}\right)\\
&=\frac{t^2(3-4t)}{24}.
\end{aligned}
\]

Both pieces are nonnegative. Their total area is

\[
\int_0^{2/3}\left(\frac{t^2}{8}-\frac{t^3}{6}\right)dt
+\int_{2/3}^1\frac{(1-t)^3}{6}dt
=\frac1{243}+\frac1{1944}=\frac1{216}.
\]

Thus \(216K\) is a normalized weight, and \(216(I-I_G)\) is a weighted average of \(F'''=E''''\). If \(E''''\) is continuous, it takes this average value somewhere in the interval, so

\[
I-I_G=\frac{E''''(\xi)}{216},\qquad 0\le\xi\le1 .
\]

## Second derivation: removing an unknown derivative

Now make no assumption that \(E\) is cubic. Approximate a differentiable \(F\) by the quadratic \(p\) that has the same value at \(0\), and the same value and derivative at \(x\). Write

\[
p(\lambda)=F(0)+\frac{F(x)-F(0)}{x}\lambda+A\lambda(\lambda-x).
\]

The two values are matched for any \(A\). The derivative of the last term at \(x\) is \(Ax\), so the condition \(p'(x)=F'(x)\) fixes

\[
A=\frac1x\left[F'(x)-\frac{F(x)-F(0)}{x}\right].
\]

Integration gives

\[
\int_0^1p\,d\lambda=F(0)+\frac{F(x)-F(0)}{2x}
+A\left(\frac13-\frac x2\right).
\]

The number \(F'(x)\) inside \(A\) is the rate of change of an eigenvalue with occupation. A single self-consistent calculation does not give it directly. It disappears from the integral if

\[
\int_0^1\lambda(\lambda-x)\,d\lambda=\frac13-\frac x2=0,
\qquad x=\frac23 .
\]

The remaining terms are

\[
F(0)+\frac34\left[F(2/3)-F(0)\right]
=\frac{F(0)+3F(2/3)}4=I_G .
\]

The condition on \(x\) says that the linear polynomial \(\lambda-x\) is orthogonal to constants under the weight \(\lambda\). A quadrature with one endpoint fixed and its free nodes chosen by this orthogonality is a Radau quadrature; here there is one free node.

If \(F\) is itself quadratic, then \(F-p\) is a polynomial of degree at most two with a zero at \(0\) and a double zero at \(2/3\). That is three zeros counted with multiplicity, so \(F-p\) vanishes identically. The rule is again exact for cubic \(E\).

**The error.** Fix \(\lambda\) different from \(0\) and \(2/3\), and consider

\[
g(t)=F(t)-p(t)-C\,t\left(t-\frac23\right)^2,
\]

with \(C\) chosen so that \(g(\lambda)=0\). The function \(g\) vanishes at the three distinct points \(0\), \(2/3\) and \(\lambda\). By Rolle's theorem \(g'\) vanishes at two points between them, and it also vanishes at \(2/3\), where derivatives were matched. Three distinct zeros of \(g'\) imply two of \(g''\) and one of \(g'''\), at some \(\zeta\). Since \(p'''=0\) and the third derivative of \(t(t-2/3)^2\) is 6, \(C=F'''(\zeta)/6\). Therefore

\[
F(\lambda)-p(\lambda)=\frac{F'''(\zeta)}6\,
\lambda\left(\lambda-\frac23\right)^2 .
\]

The polynomial on the right is nonnegative on the interval, and

\[
\int_0^1\lambda\left(\lambda-\frac23\right)^2d\lambda
=\frac14-\frac49+\frac29=\frac1{36}.
\]

The error thus lies between the smallest and largest values of \(F'''\), each multiplied by \(1/(6\cdot36)=1/216\). For continuous \(F'''\) this gives the same formula, \(I-I_G=E''''(\xi)/216\).

The same polynomial shows where exactness ends. A two-point rule containing \(\lambda=0\) and exact for all cubic \(F\) would also be exact for all quadratic \(F\), so it would have to be the rule just found. But for \(F=\lambda(\lambda-2/3)^2\) that rule gives zero, while the integral is \(1/36\). Exactness therefore cannot be extended to all quartic energies.

## The sodium 1s level

A free sodium atom loses its spin-down 1s electron, leaving the remaining 1s electron and the 3s electron with parallel spins. The calculations are nonrelativistic and spin-unrestricted, in one uncontracted basis of 53 s and p Gaussian functions. The LSDA uses the Vosko–Wilk–Nusair (VWN5) fit for correlation. The reference is \(I=E(1)-E(0)\) within each method. A larger basis of 71 functions lowers the total energies by 0.0003 to 0.0004 hartree and raises \(I\) by 0.00007 hartree (0.002 eV) in both methods, which changes the last digit of several values below but leaves the quadrature errors unchanged. A comparison with experiment would need relativity, whose scalar part raises the Hartree–Fock \(I\) by about 1.5 eV, and the correlation that each method lacks, which is not assessed here. The digits below serve to compare a quadrature with its own reference.

In Hartree–Fock theory, in hartree,

\[
I=-122.2824-(-161.8584)=39.5760,
\]
\[
I_G=\frac{40.4769+3(39.2761)}4=39.5763 .
\]

In electronvolts these are 1076.92 and 1076.93. The estimate is too high by 0.00028 hartree, whereas the midpoint value, 39.5687 hartree, is too low by 0.0073 hartree.

In the LSDA, again in hartree,

\[
I=-122.1309-(-161.4471)=39.3162,
\]
\[
I_G=\frac{37.7140+3(39.8856)}4=39.3427 .
\]

These are 1069.8 and 1070.6 eV. The generalized estimate is too high by 0.026 hartree and the midpoint by 0.070 hartree. These digits depend on the correlation fit: with the Perdew–Zunger fit \(I\) rises by 0.10 eV and the generalized error becomes 0.029 hartree. The second sample removes most of the initial-eigenvalue error, but the LSDA result is much less accurate than the Hartree–Fock one.

The error formula expresses this difference as a property of the two energy curves. The weighted average of \(E''''\), obtained from \(216(I-I_G)\), is \(-0.06\) hartree in Hartree–Fock theory and \(-5.7\) hartree in the LSDA. This average vanishes for a cubic energy. It is small in Hartree–Fock theory, which constrains only the average and not \(E''''\) at every point, while the LSDA curve has a substantial part beyond cubic order. A possible cause is the dependence of the local exchange potential on the cube root of the spin density, which falls strongly near the nucleus as the 1s orbital empties. The calculation does not isolate this contribution, so the explanation remains a conjecture.

The slope also moves in opposite directions. From \(\lambda=0\) to \(1\), \(F\) falls from 40.48 to 38.70 hartree in Hartree–Fock theory and rises from 37.71 to 40.55 hartree in the LSDA. In Hartree–Fock theory with frozen orbitals, the term quadratic in \(n_k\) is \(\tfrac12n_k^2(J_{kk}-K_{kk})\), where \(J_{kk}\) and \(K_{kk}\) are the Coulomb and exchange self-interactions. They are equal, so the frozen-orbital energy is linear in \(\lambda\), and the whole change of \(F\) comes from orbital relaxation. In the LSDA the corresponding cancellation is not guaranteed. A remaining self-repulsion would make \(F\) rise, as observed, but its size was not computed separately.

The numerical check tests the slope relation by finite differences of the total energy at \(\lambda=2/3\), and the integral relation by eight-point Gauss quadrature, in both methods.

The better performance of \(I_G\) here is not a general ranking. Add \(d\lambda^4\) to the cubic energy. Its contribution to \(I\) is \(d\), and its slope is \(4d\lambda^3\). The midpoint and generalized errors become

\[
I-F(1/2)=\frac c4+\frac d2,\qquad
I-I_G=d-\frac34\,4d\,\frac8{27}=\frac d9 .
\]

If \(c=-2d\) with \(d\ne0\), the midpoint is exact by cancellation and the generalized rule is not.

## What each derivation assumes

Both derivations take \(I=\int_0^1F\,d\lambda\) as given. Identifying \(F\) with minus an eigenvalue is a separate physical step, which rests on self-consistency and a smooth branch. Neither derivation can repair a failure of that step, or an error in the functional itself.

The first derivation assumes a cubic energy at the outset and solves for the rule. It needs no interpolation theory, and it proves that the node and weights are unique. Its error analysis uses \(F'''\) under an integral, so the kernel formula still holds if \(F'''\) has a finite jump while \(F''\) is continuous. Continuity of \(F'''\) is needed only to replace the weighted average by a value at one point.

The second derivation assumes a differentiable slope and asks which node makes its unknown derivative irrelevant. The cubic energy then appears as a consequence: it is the case in which the interpolating quadratic reproduces \(F\). Its error analysis applies Rolle's theorem three times and so requires \(F'''\) to exist throughout the interior of the interval. In return, it explains the position \(2/3\): there, the rule has the accuracy of an interpolation that also knows \(F'(2/3)\), although that derivative is never calculated.

## Numbers as computed

```
Free weight at lambda=0 (dimensionless): 1/4
Weight at free node (dimensionless): 3/4
Free node (removed electrons): 2/3
Kernel area (dimensionless): 0.004629630
Witness integral (dimensionless): 1/36
Basis functions for Na (count): 53
Finite-difference step (electrons): 0.010
HF E(0) (hartree): -161.858421
HF E(1) (hartree): -122.282383
HF F(0) (hartree): 40.476931
HF F(1/2) (hartree): 39.568741
HF F(2/3) (hartree): 39.276112
HF F(1) (hartree): 38.704528
HF finite-difference F(2/3) (hartree): 39.276115
HF Gauss integral of F (hartree): 39.576037
HF energy difference I (hartree): 39.576037
HF generalized estimate (hartree): 39.576317
HF I (eV): 1076.919
HF generalized estimate (eV): 1076.926
HF F(0)-I (hartree): 0.900894
HF midpoint-I (hartree): -0.007296
HF generalized-I (hartree): 0.000280
HF mean third derivative, 24(I-midpoint) (hartree): 0.1751
HF mean fourth derivative, 216(I-generalized) (hartree): -0.0604
LSDA E(0) (hartree): -161.447092
LSDA E(1) (hartree): -122.130867
LSDA F(0) (hartree): 37.714001
LSDA F(1/2) (hartree): 39.385836
LSDA F(2/3) (hartree): 39.885566
LSDA F(1) (hartree): 40.550470
LSDA finite-difference F(2/3) (hartree): 39.885526
LSDA Gauss integral of F (hartree): 39.316226
LSDA energy difference I (hartree): 39.316225
LSDA generalized estimate (hartree): 39.342675
LSDA I (eV): 1069.849
LSDA generalized estimate (eV): 1070.569
LSDA F(0)-I (hartree): -1.602223
LSDA midpoint-I (hartree): 0.069611
LSDA generalized-I (hartree): 0.026451
LSDA mean third derivative, 24(I-midpoint) (hartree): -1.6707
LSDA mean fourth derivative, 216(I-generalized) (hartree): -5.7133
```
